# Capacitance of interdigitated electrodes on a dielectric half-space by conformal mapping

## 1. What dimensions and symmetry fix

Long straight metal fingers of width $w$, separated by gaps $g$, lie on the flat surface of a dielectric. The pitch is $p=w+g$. The fingers are held alternately at $+V/2$ and $-V/2$. Let $Q$ be the charge per unit length of a positive finger, both faces counted, and define
$$C_f=Q/V .$$
The model is electrostatic and linear. The fingers are perfect conductors of zero thickness, the array is infinite, and the dielectric is isotropic with relative permittivity $\epsilon$ and fills the half-space $y>0$. Vacuum fills $y<0$.

$C_f$ is a capacitance per unit length, so $C_f/\epsilon_0$ is a pure number. It can depend on the lengths through their ratio $\eta=w/p$ alone: enlarging the whole cross-section leaves $C_f$ unchanged. The algebra is in atomic units, where $\epsilon_0=1/4\pi$; I keep the symbol so that the factor can be followed.

Symmetry fixes the dependence on $\epsilon$. Try a potential that is even in $y$, so that $\partial_y\phi(0^+)=-\partial_y\phi(0^-)$. A gap carries no free charge, so the normal displacement is continuous there:
$$\epsilon\,\partial_y\phi(0^+)=\partial_y\phi(0^-)=-\partial_y\phi(0^+)
\;\Rightarrow\;(1+\epsilon)\,\partial_y\phi(0^+)=0 .$$
The normal field must vanish in the gaps. Conversely, solve the problem for $y>0$ with this gap condition and reflect the solution into $y<0$. The result satisfies Laplace's equation, the finger potentials and both interface conditions. The difference of two solutions that decay with depth would have zero field energy, so this one is the solution.

The two media thus carry the same field, and their charges are in the ratio $\epsilon:1$. Hence
$$C_f=\epsilon_0(1+\epsilon)\,f(\eta),\tag{1}$$
and only the geometric function $f$ remains to be found.

## 2. The simple case: equal fingers and gaps

Put $x=0$ at the centre of a positive finger. Reflection in this line leaves the array unchanged, so $\partial_x\phi=0$ on it. Reflection in the gap centre $x=p/2$ exchanges positive and negative fingers, so $\phi=0$ there. It is enough to treat the half-strip $0<x<p/2$, $y>0$, with boundary conditions

- $\phi=V/2$ on the half finger, $0<x<w/2$;
- $\partial_y\phi=0$ on the half gap, $w/2<x<p/2$;
- $\phi=0$ on the side $x=p/2$;
- $\partial_x\phi=0$ on the side $x=0$.

The half finger facing a medium of permittivity $\epsilon$ carries the charge
$$\epsilon\epsilon_0\int_0^{w/2}(-\partial_y\phi)\,dx\equiv\epsilon\epsilon_0\,\frac V2\,f .\tag{2}$$
Two halves cancel the factor $1/2$, and adding the vacuum side replaces $\epsilon$ by $1+\epsilon$. This is (1), so the $f$ in (2) is the same function: the flux through the half-strip per unit potential difference.

Let $\phi$ now have unit potential difference, and let $\psi$ be its harmonic conjugate, constant along field lines. The two insulating sides are field lines, so $\psi$ is constant on each, and the two constants differ by the flux $f$. The two electrode sides are equipotentials of $\phi$, so $\psi$ has no normal derivative there. Thus $\psi$ solves the problem with electrodes and insulating sides exchanged. Its potential difference is $f$ and its flux is 1, so the exchanged problem has flux per unit potential difference $1/f$.

In the exchanged problem the electrodes are the half gap and the side $x=0$. Reflecting $x\to p/2-x$ gives the original arrangement with a finger of width $g$. Therefore
$$f(\eta)\,f(1-\eta)=1 .\tag{3}$$
For equal width and gap, $\eta=1/2$, and since $f$ is positive,
$$f(1/2)=1,\qquad C_f=\epsilon_0(1+\epsilon).$$
No integral was needed. Any general formula must reproduce this value and obey (3).

## 3. General width: from half-strip to quadrant

With $z=x+iy$, take
$$t=\sin\frac{\pi z}{p}=\sin\frac{\pi x}{p}\cosh\frac{\pi y}{p}+i\cos\frac{\pi x}{p}\sinh\frac{\pi y}{p}.$$
Inside the half-strip both parts are positive, so the image is the first quadrant. The sides map as follows:

- $x=0$ gives the positive imaginary axis, which is insulating.
- The half finger gives $0<t<k$, with
$$k=\sin\frac{\pi w}{2p},\qquad k'=\sqrt{1-k^2}=\cos\frac{\pi w}{2p}.$$
- The half gap gives $k<t<1$.
- $x=p/2$ gives $t=\cosh(\pi y/p)>1$, at zero potential.

The derivative $(\pi/p)\cos(\pi z/p)$ vanishes at the corner $z=p/2$, where the right angle is opened into a straight line. It has no zero inside, so the map is conformal there. Laplace's equation, equipotentials and insulating boundaries are preserved.

## 4. From quadrant to plate capacitor

Rescale to $s=t/k$. The finger is now $0<s<1$, the gap is $1<s<1/k$, and the grounded part is $s>1/k$. Define
$$u(s)=\int_0^s\frac{ds'}{\sqrt{(1-s'^2)(1-k^2s'^2)}} .\tag{4}$$
The square roots at $s=1$ and $s=1/k$ turn the boundary through right angles. I follow $u$ along each side.

**Finger.** The integrand is real and positive. At $s=1$, $u$ reaches the complete elliptic integral of the first kind with modulus $k$,
$$K(k)=\int_0^1\frac{ds}{\sqrt{(1-s^2)(1-k^2s^2)}} .$$

**Gap.** Pass $s=1$ through the upper half-plane, $s=1+\rho e^{i\theta}$, with $\theta$ falling from $\pi$ to $0$. Then $1-s^2\approx2\rho\,e^{i(\theta-\pi)}$, whose phase goes from $0$ to $-\pi$. Hence $\sqrt{1-s^2}=-i\sqrt{s^2-1}$, and its reciprocal carries the factor $+i$:
$$u=K(k)+i\int_1^s\frac{ds'}{\sqrt{(s'^2-1)(1-k^2s'^2)}} .$$
For the whole gap substitute $s=(1-k'^2v^2)^{-1/2}$, with $v$ running from 0 to 1. Then
$$s^2-1=\frac{k'^2v^2}{1-k'^2v^2},\quad 1-k^2s^2=\frac{k'^2(1-v^2)}{1-k'^2v^2},\quad ds=\frac{k'^2v\,dv}{(1-k'^2v^2)^{3/2}},$$
and the integral becomes
$$\int_0^1\frac{dv}{\sqrt{(1-v^2)(1-k'^2v^2)}}=K(k').$$
The gap centre is therefore at $u=K(k)+iK(k')$.

**Grounded side.** Passing $s=1/k$ gives a second factor $i$, and $i\cdot i=-1$: $u$ moves to the left. With $s=1/(kv)$ the distance travelled is
$$\int_{1/k}^{\infty}\frac{ds}{\sqrt{(s^2-1)(k^2s^2-1)}}=\int_0^1\frac{dv}{\sqrt{(1-k^2v^2)(1-v^2)}}=K(k),$$
so $u$ ends at $iK(k')$, the image of infinite depth.

**Finger centre line.** On $s=i\sigma$ the integral is purely imaginary and joins $0$ to $iK(k')$.

The boundary of the rectangle is traversed once, so the interior is mapped one-to-one. The bottom, of length $K(k)$, is at $V/2$; the top is at zero; the vertical sides are insulating. The field in this rectangle is uniform:
$$\phi=\frac V2\left[1-\frac{\operatorname{Im}u}{K(k')}\right].\tag{5}$$
Flux is a difference of the conjugate function, so the map leaves it unchanged. The flux from the half finger is the field $V/2K(k')$ times the length $K(k)$. Comparison with (2) gives $f=K(k)/K(k')$, and
$$\boxed{C_f=\epsilon_0(1+\epsilon)\frac{K(k)}{K(k')},\qquad k=\sin\frac{\pi w}{2(w+g)}}\tag{6}$$
In atomic units the prefactor is $(1+\epsilon)/4\pi$.

**Test on the simple case.** For $w=g$, $k=k'=1/\sqrt2$ and the ratio is 1. Replacing $\eta$ by $1-\eta$ exchanges $k$ and $k'$ and inverts the ratio, as (3) demands.

**Test on narrow fingers.** For $k\ll1$, $K(k)\to\pi/2$. To find $K(k')$, split the gap integral at a point $S$ with $1\ll S\ll1/k$. Below $S$, $k^2s^2$ is negligible; above it, the 1 in $s^2-1$ is:
$$K(k')\approx\int_1^S\frac{ds}{\sqrt{s^2-1}}+\int_S^{1/k}\frac{ds}{s\sqrt{1-k^2s^2}}
\approx\ln 2S+\ln\frac{2}{kS}=\ln\frac4k .$$
The splitting point drops out. With $k\approx\pi w/2p$,
$$\frac{K(k)}{K(k')}\approx\frac{\pi}{2\ln(8p/\pi w)}\qquad(w\ll p).$$
The logarithm is that of thin charged wires, so the capacitance falls slowly as the fingers are narrowed at fixed pitch. At $w/p=0.05$ this expression is 0.400, and a direct numerical solution for $\epsilon=1$ agrees within 0.2 per cent. By (3), narrow gaps give the inverse with $w$ replaced by $g$: the capacitance grows logarithmically as the gap closes.

**Test without the map.** A surface charge $\sigma_q\cos qx$ produces a potential $A\cos qx\,e^{-q|y|}$. The jump in displacement gives $\epsilon_0(1+\epsilon)qA=\sigma_q$. The finger charge can then be found numerically by requiring constant potential on the metal, with neither the map nor the zero-flux condition imposed. For $w/p=0.2$, 0.4, 0.5, 0.6 and 0.8, each with $\epsilon=1$ and 300, the largest relative difference from (6) is $4.3\times10^{-10}$.

## 5. The field

From (5), $|E|=(V/2K(k'))\,|du/dz|$. The chain rule gives
$$\frac{du}{dz}=\frac{1}{\sqrt{(1-s^2)(1-k^2s^2)}}\;\frac{\pi}{pk}\cos\frac{\pi z}{p}.$$
Since $ks=\sin(\pi z/p)$, the factor $\sqrt{1-k^2s^2}$ equals the cosine and cancels it:
$$|E|=\frac{\pi V}{2pK(k')}\,\frac{1}{\left|\sqrt{k^2-\sin^2(\pi z/p)}\right|}.\tag{7}$$
At the surface in the gap centre the sine is 1 and $E=\pi V/(2pk'K(k'))$. At a small distance $r$ from a finger edge, $\sin^2(\pi z/p)-k^2$ has magnitude $2kk'\pi r/p$, so
$$|E|\approx\frac{V}{2K(k')}\sqrt{\frac{\pi}{2kk'pr}}\qquad(r\ll w,g).\tag{8}$$
The field diverges at the edge, but the charge and the voltage, its integrals along the surface, stay finite. Far below the surface the sine grows as $e^{\pi y/p}/2$, and the field decays over the depth $p/\pi$.

## 6. A numerical case

Take $w=4000$ nm, $g=6000$ nm and $V=10$ V at 300 K, with $\epsilon=300$. This permittivity is a rough value for bulk strontium titanate, whose cubic symmetry at this temperature justifies an isotropic linear response. Then $\pi w/2p=0.2\pi$, and
$$k=0.58779,\quad k'=0.80902,\quad \frac{K(k)}{K(k')}=\frac{1.74150}{2.01327}=0.86501 .$$
The capacitance per finger is
$$C_f=\frac{301}{4\pi}\times0.86501=20.7\ \text{atomic units}=2.31\ \text{pF/mm}.$$

The surface field at the gap centre is 0.0096 MV/cm. The mean field $V/g$ is 0.0167 MV/cm, so the centre has 0.58 of the mean; the rest of the voltage is dropped nearer the edges. At 10 nm from an edge, (8) gives 0.143 MV/cm.

## 7. From infinite array to device

A device with $N$ fingers of length $L$ has $N/2$ positive ones. If each carried the charge of the infinite array,
$$C\approx\tfrac12NLC_f .\tag{9}$$
For $N=50$ and $L=1$ mm this is $25\times2.3054=57.6$ pF. A numerical solution for 50 coplanar fingers, still without tips, gives 57.1 pF, lower by 0.93 per cent. In units of $LC_f$ the value is 24.77. It lies between 25, from counting fingers, and 24.5, from counting the 49 gaps at $C_f/2$ each.

Going from 50 to 52 fingers adds one positive finger, and the added capacitance gives 0.86497 for the elliptic ratio, against 0.86501 from (6). The bulk contribution of the added pair is exactly that of (6), and end effects that do not depend on $N$ cancel in the difference. What remains is the influence of the array ends on each other, which falls approximately as $1/N^2$.

The finger tips and connecting bars are outside this two-dimensional model. The tips disturb the field over about one pitch. A bar is at $\pm V/2$ against an array whose mean potential is zero, so its field does not alternate and reaches over about the width of the bar. The correction is of order $p/L$, here 1 per cent, times a factor that grows logarithmically with the bar width. A crude estimate that treats the array as a plate at zero potential, 6 µm from the bar, gives about 1.3 per cent for bars 10 µm wide and 2 per cent for 100 µm. Its actual size depends on the gap left at the tips and on the shape of the bars.

## 8. When an epitaxial film is not a half-space

Let a film of thickness $h$ and permittivity $\epsilon_f$ lie on a thick substrate of permittivity $\epsilon_s$. For one harmonic $\cos qx$, write the potential in the film as
$$a\cosh q(h-y)+b\sinh q(h-y).$$
In the substrate it is $a\,e^{-q(y-h)}$, which makes it continuous at $y=h$. Continuity of normal displacement there gives $\epsilon_fb=\epsilon_sa$. The ratio of displacement to $\epsilon_0q\phi$ at the surface is the permittivity that this harmonic sees:
$$\epsilon_{\rm eff}(q)=\epsilon_f\frac{a\sinh qh+b\cosh qh}{a\cosh qh+b\sinh qh}
=\epsilon_f\frac{\epsilon_s+\epsilon_f\tanh qh}{\epsilon_f+\epsilon_s\tanh qh}.\tag{10}$$
It tends to $\epsilon_f$ for $qh\gg1$ and to $\epsilon_s$ for $qh\to0$. The second limit is reached only when $qh$ is small compared with both $\epsilon_s/\epsilon_f$ and $\epsilon_f/\epsilon_s$; for a film of much higher permittivity than its substrate, $qh\ll1$ alone is not enough. In between it depends on $q$, the field below the surface is no longer the mirror image of the field above, and (6) does not apply.

The lowest harmonic, $q=\pi/p$, reaches deepest. For a thick film $\tanh qh\approx1-2e^{-2qh}$, and to first order in the exponential
$$\epsilon_{\rm eff}\approx\epsilon_f\left[1-2\,\frac{\epsilon_f-\epsilon_s}{\epsilon_f+\epsilon_s}\,e^{-2\pi h/p}\right].$$
With $\epsilon_f=300$ and a rough substrate value $\epsilon_s=25$, the full numerical solution deviates from (6) by 1 per cent at a thickness of about 8000 nm, or $0.8p$. The estimate gives a reduction of 1.1 per cent for the lowest harmonic at that thickness, which accounts for the size of the error.

A film 500 nm thick on the same substrate, with the electrodes unchanged, has only 0.265 of the capacitance predicted by (6). Its lowest harmonic has $qh=0.157$ and sees $\epsilon_{\rm eff}\approx71$, while higher harmonics see more of the film. If all harmonics saw 71, the fraction would be $72/301=0.24$; the computed value lies somewhat above this, as it should.

An epitaxially strained film may also be anisotropic. If the principal axes lie along $x$ and $y$, a harmonic decays as $e^{-\kappa y}$ with $\epsilon_y\kappa^2=\epsilon_xq^2$, and its displacement is $\epsilon_0\epsilon_y\kappa\phi=\epsilon_0q\sqrt{\epsilon_x\epsilon_y}\,\phi$. For a half-space, (6) then holds with $\epsilon=\sqrt{\epsilon_x\epsilon_y}$.

## 9. The model beside a real device

Micrometre fingers on a bulk oxide crystal are a realistic arrangement, and for them (6) is a good first estimate. On a film much thinner than the pitch, with a substrate of much lower permittivity, the half-space assumption fails first: for the 500 nm film above, by a factor of almost four. On the crystal, the neglected effects have the following sizes for the numbers of section 6, each taken alone with the other settings fixed.

- **Temperature.** With $\epsilon-1\propto1/(T-T_0)$ and a rough $T_0=35$ K, warming by 10 K lowers $C$ by 3.6 per cent.
- **Contact.** A surface layer 2 nm thick with permittivity 40, both rough, lowers $C$ by 1.1 per cent. This is for a layer covering the whole surface; confined under the metal it gives 0.9 per cent. Lifting the fingers 1 nm off the flat surface lowers $C$ by 14 per cent, and a void 1 nm deep cut only under the metal by about 12.5 per cent: a thin layer of low permittivity in series matters when the dielectric beneath is so polarizable.
- **Metal thickness.** Treating the facing side walls of 100 nm thick fingers as plates in air adds about 0.013 per cent. The stronger field near the finger edges roughly doubles this, which is still negligible.
- **Nonlinearity.** Take $E=P/[\epsilon_0(\epsilon-1)]+\beta P^3$ with a rough $\beta=8\times10^9$ V m$^5$/C$^3$. The differential susceptibility falls by 0.04 per cent at the gap centre, where $P=0.26$ µC/cm², and by 8 per cent at 10 nm from an edge, where $P=3.7$ µC/cm².
- **Breakdown and tunnelling.** By (8) the field exceeds a rough breakdown value of 0.3 MV/cm within 2.3 nm of an edge. Equation (8) assumes a perfectly sharp edge in perfect contact with the crystal. At so short a distance the rounding and contact of the real edge matter, and (8) cannot give the peak field. In a uniform field equal to that found 10 nm from the edge, a barrier of 1 eV would be 70 nm wide. The field (8) weakens with distance, and the voltage dropped within $r$ of the edge is $2r|E(r)|$, so 1 V takes about 120 nm. Either width is too large for appreciable direct tunnelling.

Temperature and contact quality therefore limit the prediction more than the mathematics does. For this crystal device the capacitance is about 57 pF, uncertain by at least a few per cent, and in proportion to any error in $1+\epsilon$. The complete numerical output follows.

## Computed results

```
finger width w                     4000 nm
gap g                              6000 nm
pitch p                            10000 nm
finger length L                    1000000 nm
number of fingers N                50
voltage V                          10 V
temperature                        300 K
permittivity eps (rough)           300
modulus k                          0.58779
complementary modulus k'           0.80902
K(k)                               1.74150
K(k')                              2.01327
ratio K(k)/K(k')                   0.86501
ratio from Fourier-Galerkin        0.86501
ratio from added finger pair       0.86497
largest relative misfit, 10 cases  4.3e-10
C_f                                20.719 atomic units
C_f                                2.3054 pF/mm
device C, N L C_f/2                57.63 pF
device C, finite array             57.10 pF
finite array C/(L C_f)             24.769
field at gap centre, surface       0.00964 MV/cm
mean field V/g                     0.01667 MV/cm
field 10 nm from edge             0.143 MV/cm
field decay length p/pi            3183 nm
--- neglected effects ---
array ends: C lower by             0.93 %
finger tips: order p/L             1.0 %
metal thickness                    100 nm
side walls: C higher by about      0.013 %
Curie-Weiss temperature (rough)    35 K
warming by 10 K: C lower by        3.6 %
interface layer (rough)            2 nm, eps 40
interface layer: C lower by        1.1 %
1 nm air gap: C lower by           14 %
cubic coefficient beta (rough)     8e+09 V m^5/C^3
polarization, gap centre           0.255 uC/cm2
susceptibility drop, gap centre    0.041 %
polarization, 10 nm from edge     3.67 uC/cm2
susceptibility drop, same place    7.9 %
breakdown field (rough)            0.3 MV/cm
exceeded within distance           2.3 nm
barrier height (rough)             1 eV
tunnel width at that edge field    70 nm
epitaxial film thickness           500 nm
substrate permittivity (rough)     25
film C / half-space formula        0.265
film thickness for 1 % error       7979 nm
```
